# Third-derivative electroreflectance at low field and its quadratic amplitude

## 1. What symmetry and dimensions already fix

Consider a direct semiconductor gap $E_g$ with an isotropic parabolic pair energy

$$E_{cv}(\mathbf k)=E_g+a k^2,\qquad a=\frac{\hbar^2}{2\mu},$$

where $\mu$ is the reduced electron-hole mass. A uniform static field $F$ along $x$ changes the dielectric function $\varepsilon(E)$ at photon energy $E$ by $\Delta\varepsilon$.

This field-free model is unchanged under $x\to-x$, while the reflection reverses $F$. (A crystal without inversion symmetry, such as GaAs, can also show a linear electro-optic term, which the model omits.) Hence $\Delta\varepsilon$ is even in $F$. If it is smooth at $F=0$, it starts with $F^2$.

The relative motion contains the field through the force $eF$ and the kinetic constant $a$. They form one energy, $\hbar\theta$:

$$(\hbar\theta)^3=a\,(eF)^2=\frac{e^2\hbar^2F^2}{2\mu}. \tag{1}$$

The other energy is the complex detuning $z=E-E_g+i\Gamma$, with $\Gamma>0$ the half-width of the transition. Let $Q$ be the resonant part of $E^2\varepsilon$. It is proportional to an interband strength $B$ (energy³ length³, defined below), and dimensions require $Q=B\,a^{-3/2}\times(\text{energy})^{1/2}$. A change linear in $F^2$ is linear in $(\hbar\theta)^3$, so it must be

$$\Delta Q=\text{const}\times\frac{B}{a^{3/2}}\,(\hbar\theta)^3\,z^{-5/2}. \tag{2}$$

The power $-5/2$ and the factor $F^2$ are thus fixed together. The complex constant, the link to a third derivative, and the range of fields for which smoothness may be used remain to be found.

## 2. From absorption to a resolvent

The time factor is $e^{-i\omega t}$, so absorption means $\varepsilon_2=\mathrm{Im}\,\varepsilon>0$. Electron-hole attraction is neglected, and the momentum matrix element $p_{cv}$ along the light polarization is taken as constant.

For a vector potential $A_0\cos\omega t$, the absorbing part of the perturbation has matrix element $eA_0p_{cv}/2m_0$. The golden rule gives the rate $(2\pi/\hbar)(eA_0/2m_0)^2|p_{cv}|^2\,\delta(E_{cv}-\hbar\omega)$ per pair state. Summing over $\mathbf k$ and two spins, multiplying by $\hbar\omega$, and equating the power density to $\tfrac12\omega\varepsilon_0\varepsilon_2(\omega A_0)^2$, one finds

$$E^2\varepsilon_2=\pi B\int\!\frac{d^3k}{(2\pi)^3}\,\delta(E_{cv}-E),\qquad B=\frac{2e^2\hbar^2|p_{cv}|^2}{\varepsilon_0m_0^2}=\frac{e^2\hbar^2E_P}{\varepsilon_0m_0},$$

with $E_P=2|p_{cv}|^2/m_0$.

In a field, $\mathbf k$ is no longer conserved. The electron has potential energy $+eFx_e$ and the hole $-eFx_h$, so the relative coordinate $\mathbf r=\mathbf r_e-\mathbf r_h$ obeys

$$H=E_g-a\nabla^2+eFx .$$

For constant $p_{cv}$, the amplitude to create a pair state $\phi_n$ is $p_{cv}$ times the sum of its Fourier components, which is $\phi_n(0)$. The integral over $\delta$-functions becomes $\sum_n|\phi_n(0)|^2\delta(E_n-E)$. This is $1/\pi$ times the imaginary part of a resolvent. Causality supplies the matching real part, and a finite lifetime replaces the infinitesimal $i0$ by $i\Gamma$:

$$Q(E)=E^2(\varepsilon-\varepsilon_b)=B\,\langle 0|\,(H-E-i\Gamma)^{-1}|0\rangle . \tag{3}$$

Here $|0\rangle$ is the position state $\mathbf r=0$. The constant $\varepsilon_b$ represents all other transitions; the antiresonant term, smooth near the gap, is dropped. The real part of (3) contains an infinite constant independent of $E$ and $F$, which cancels in every difference of $Q$. Where $\varepsilon$ itself is needed, in (10) and in Section 8, this constant is set to zero: its share of $\varepsilon$, nearly uniform across the narrow line, is counted in $\varepsilon_b$.

## 3. Motion in the field

Since $\int_0^\infty e^{i(E+i\Gamma-E_n)t/\hbar}dt=i\hbar/(E+i\Gamma-E_n)$, equation (3) is equivalent to

$$Q=\frac{iB}{\hbar}\int_0^\infty\!dt\;e^{i(E+i\Gamma)t/\hbar}\,\langle0|e^{-iHt/\hbar}|0\rangle. \tag{4}$$

To find the return amplitude, try $\psi=\exp[i\mathbf K(s)\cdot\mathbf r-i\varphi(s)]$ in $i\hbar\,\partial_s\psi=H\psi$:

$$-\hbar\dot{\mathbf K}\cdot\mathbf r+\hbar\dot\varphi=E_{cv}(\mathbf K)+eFx .$$

Matching the terms in $x$ gives $\hbar\dot K_x=-eF$; the rest gives $\hbar\dot\varphi=E_{cv}(\mathbf K)$. The initial state is $\delta(\mathbf r)=\int d^3k\,e^{i\mathbf k\cdot\mathbf r}/(2\pi)^3$. Shift the integration variable $k_x$ by $eFt/2\hbar$ and set $u=s-t/2$. Then $K_x=k_x-eFu/\hbar$, and

$$\int_{-t/2}^{t/2}\!E_{cv}\,du=\int_{-t/2}^{t/2}\!\Big[E_g+ak^2-\frac{2ak_xeF}{\hbar}u+\frac{ae^2F^2}{\hbar^2}u^2\Big]du .$$

The linear term vanishes by symmetry, and $\int u^2du=t^3/12$. By (1), $ae^2F^2=\hbar^3\theta^3$, so the last term is $\hbar\theta^3t^3/12$. The remaining Gaussian integral over $\mathbf k$, made convergent by $t\to t-i0$, gives

$$\langle0|e^{-iHt/\hbar}|0\rangle=\Big(\frac{\mu}{2\pi i\hbar t}\Big)^{3/2}e^{-iE_gt/\hbar}\,e^{-i\theta^3t^3/12}. \tag{5}$$

The field therefore adds a phase cubic in time, while $\Gamma$ suppresses long times. At low field the pair has decayed before this phase becomes large.

## 4. The third derivative

To first order, $e^{-i\theta^3t^3/12}\simeq1-i\theta^3t^3/12$. Under the integral (4), $t\,e^{iEt/\hbar}=-i\hbar\,\partial_E e^{iEt/\hbar}$. Hence $t^3$ acts as $(-i\hbar)^3\partial_E^3=i\hbar^3\partial_E^3$, and

$$-\frac{i\theta^3}{12}\,t^3\;\longrightarrow\;-\frac{i\theta^3}{12}\,i\hbar^3\partial_E^3=+\frac{(\hbar\theta)^3}{12}\,\partial_E^3 .$$

A constant $\varepsilon_b$ contributes nothing to the third derivative of $E^2\varepsilon$, so

$$\Delta\varepsilon=\frac{(\hbar\theta)^3}{12E^2}\,\frac{\partial^3}{\partial E^3}\big(E^2\varepsilon\big). \tag{6}$$

For the explicit shape, put $\tau=t/\hbar$, so that $\mu/(2\pi i\hbar t)=1/(4\pi ia\tau)$. Without field, one derivative removes the divergence at short times:

$$\frac{dQ_0}{dz}=iB(4\pi ia)^{-3/2}\,i\int_0^\infty\!\tau^{-1/2}e^{iz\tau}d\tau=-B(4\pi ia)^{-3/2}\sqrt\pi\,(-iz)^{-1/2}.$$

The phases combine as $i^{-3/2}(-i)^{-1/2}=e^{-3i\pi/4}e^{i\pi/4}=-i$, and $\sqrt\pi/(4\pi)^{3/2}=1/8\pi$. Therefore

$$\frac{dQ_0}{dz}=\frac{iB}{8\pi a^{3/2}}z^{-1/2},\qquad Q_0=\text{const}+iD\sqrt z,\qquad D=\frac{B}{4\pi a^{3/2}} .$$

For $\Gamma\to0$ and $E>E_g$ this gives positive absorption proportional to $\sqrt{E-E_g}$, as it should. The third derivative of $\sqrt z$ is $\tfrac12(-\tfrac12)(-\tfrac32)z^{-5/2}=\tfrac38z^{-5/2}$. Inserting it in (6) with $(\hbar\theta)^3=ae^2F^2$ gives

$$\boxed{\;\Delta\varepsilon=\frac{iB\,e^2F^2}{128\pi\sqrt a\,E^2}\,(E-E_g+i\Gamma)^{-5/2}\;} \tag{7}$$

This is (2) with its constant determined. At the gap $|z|=\Gamma$, so the change scales as $F^2\Gamma^{-5/2}$: broader transitions respond much more weakly.

**Fewer dimensions.** If the pair moves freely in $d$ dimensions and the field lies along one of them, the Gaussian integral gives $t^{-d/2}$ and the cubic phase is unchanged. The leading term is then proportional to $\int\tau^{3-d/2}e^{iz\tau}d\tau\propto z^{-(4-d/2)}$. The exponent is $-3$ for $d=2$ and $-7/2$ for $d=1$; the $F^2$ factor remains.

## 5. How low the field must be

Let $\lambda=(\hbar\theta/\Gamma)^3$, which is itself proportional to $F^2$. For real $y$, $|e^{-iy}-1+iy|\le y^2/2$. Applied with $y=(\hbar\theta)^3\tau^3/12$, this bounds the error of the first-order result at any $E$:

$$|\Delta Q-\Delta Q_1|\le\frac{B}{(4\pi a)^{3/2}}\,\frac{(\hbar\theta)^6}{288}\int_0^\infty\!\tau^{9/2}e^{-\Gamma\tau}d\tau .$$

The leading term at the gap has magnitude

$$|\Delta Q_1(E_g)|=\frac{B}{(4\pi a)^{3/2}}\,\frac{(\hbar\theta)^3}{12}\int_0^\infty\!\tau^{3/2}e^{-\Gamma\tau}d\tau .$$

Repeated integration by parts gives the ratio of the integrals as $\tfrac92\cdot\tfrac72\cdot\tfrac52\,\Gamma^{-3}=\tfrac{315}{8}\Gamma^{-3}$. Thus

$$\frac{|\Delta Q-\Delta Q_1|}{|\Delta Q_1(E_g)|}\le\frac{1}{24}\cdot\frac{315}{8}\lambda=\frac{105}{64}\lambda. \tag{8}$$

This justifies the smoothness assumed in Section 1: for $\Gamma>0$ the error falls as $F^4$. An error below 1 % of the leading gap value is guaranteed if $\lambda<0.0061$, that is $\hbar\theta<0.18\,\Gamma$.

At the gap the next two terms are also simple, because $e^{iz\tau}=e^{-\Gamma\tau}$ is real. Expanding the phase to third order gives

$$\frac{\Delta Q}{\Delta Q_1}=1-\frac{105}{64}i\lambda-12.2\,\lambda^2+\dots, \tag{9}$$

where $12.2=\tfrac1{864}\cdot\tfrac{15}{2}\cdot\tfrac{13}{2}\cdot\tfrac{11}{2}\cdot\tfrac92\cdot\tfrac72\cdot\tfrac52$. The first correction is in quadrature with the leading term. It turns the phase of $\Delta\varepsilon$ at order $\lambda$ but changes the modulus only at order $\lambda^2$:

$$\left|\frac{\Delta Q}{\Delta Q_1}\right|\simeq1+\tfrac12(1.64\lambda)^2-12.2\lambda^2\simeq1-10.9\lambda^2 .$$

**The opposite limit.** Let $\Gamma\to0$ at $E=E_g$. Then

$$\Delta Q\propto\int_0^\infty\tau^{-3/2}\big(e^{-i(\hbar\theta)^3\tau^3/12}-1\big)d\tau\propto(\hbar\theta)^{1/2}\propto F^{1/3},$$

as the substitution $v=\hbar\theta\,\tau$ shows. Without broadening there is no quadratic regime at the gap.

## 6. What the reflectance measures

At normal incidence from vacuum, $R=|r|^2$ with $r=(n-1)/(n+1)$ and $n=\sqrt\varepsilon$. The field is taken as uniform over the depth probed by the light. Then

$$d\ln r=\Big(\frac1{n-1}-\frac1{n+1}\Big)dn=\frac{2\,dn}{n^2-1},\qquad dn=\frac{d\varepsilon}{2\sqrt\varepsilon}.$$

Since $\ln R=2\,\mathrm{Re}\ln r$,

$$\frac{\Delta R}{R}=\mathrm{Re}\left[\frac{2\,\Delta\varepsilon}{\sqrt\varepsilon(\varepsilon-1)}\right]\simeq\mathrm{Re}\big[|C|e^{i\varphi}z^{-5/2}\big],\qquad |C|\propto F^2. \tag{10}$$

The second form treats $E$ and $\varepsilon$ in the prefactor as constant across the narrow line. In the low-field regime $F$ changes the height of the line but not its shape.

To locate its features, write $z=|z|e^{i\psi}$, so that $E-E_g=\Gamma\cot\psi$ and $|z|=\Gamma/\sin\psi$. The signal is

$$\frac{\Delta R}{R}=|C|\Gamma^{-5/2}\sin^{5/2}\!\psi\;\cos(\varphi-\tfrac52\psi). \tag{11}$$

Its energy derivative is proportional to $\mathrm{Re}[Cz^{-7/2}]$, so extrema occur where $\cos(\varphi-\tfrac72\psi)=0$. Their positions depend on $\varphi$; neither an extremum nor a zero crossing can be identified with the gap without knowing that phase.

## 7. Which modulation gives a squared field

Equation (7) compares field $F$ with zero field. Switching between these two states gives an amplitude proportional to $F^2$. If instead $F(t)=F_{dc}+F_{ac}\cos\Omega t$, with $\Omega$ slow compared with $\Gamma/\hbar$, then

$$F^2(t)=F_{dc}^2+\tfrac12F_{ac}^2+2F_{dc}F_{ac}\cos\Omega t+\tfrac12F_{ac}^2\cos2\Omega t. \tag{12}$$

The first harmonic is linear in $F_{ac}$ at fixed $F_{dc}$; the second is quadratic. Without a standing field the first harmonic vanishes in this model. The statement "amplitude scales as field squared" must therefore specify the modulation.

## 8. Worked example

The following numbers illustrate the free-pair model and do not predict a measured spectrum. With the parameters below, an electron-hole attraction screened by $\varepsilon_b$ would give an exciton binding energy of 5.6 meV, which is not negligible beside $\Gamma$. To order $F^2$ it would make $|\Delta\varepsilon|$ at the gap several times larger and change its phase.

Take round model parameters: $E_g=1.4$ eV, $\mu=0.07\,m_0$, $E_P=10$ eV, $\Gamma=20$ meV, $\varepsilon_b=13$. They give $a=0.5443$ eV nm² and $B=13.79$ eV³ nm³. A field of 5 kV/cm corresponds to $eF=5\times10^{-4}$ eV/nm, so

$$(\hbar\theta)^3=0.5443\times(5\times10^{-4})^2=1.361\times10^{-7}\ \text{eV}^3,\qquad \hbar\theta=5.14\ \text{meV},$$

and $\lambda=1.361\times10^{-7}/(0.020)^3=0.0170$. At the gap, (7) gives

$$|\Delta\varepsilon|=\frac{13.79\times2.5\times10^{-7}}{128\pi\times0.7378\times1.96}\,(0.020)^{-5/2}=1.05\times10^{-4}.$$

The field-free value there is $\varepsilon=12.86+0.14i$, for which $2/|\sqrt\varepsilon(\varepsilon-1)|=0.0470$. Hence $|C|\Gamma^{-5/2}=0.0470\times1.048\times10^{-4}=4.93\times10^{-6}$, with $\varphi=89.0^\circ$. At the gap $\psi=90^\circ$, and (11) gives

$$\frac{\Delta R}{R}=4.93\times10^{-6}\cos(89^\circ-225^\circ)=-3.54\times10^{-6}.$$

The extremum condition gives the main maximum at $\psi=51.1^\circ$, or 16 meV above the gap, and the main minimum at $\psi=102.6^\circ$, or 4.5 meV below it. Equation (11) then predicts a peak-to-peak value of $6.58\times10^{-6}$. The full-field calculation, with the slow prefactors retained and the energy sampled every 1 meV, gives $6.52\times10^{-6}$.

An independent solution of (3), with $H$ discretized on a grid, gives $|\Delta\varepsilon|=1.045\times10^{-4}$ at the gap. This is 0.3 % below the leading law, in agreement with $10.9\lambda^2=0.003$. The largest complex deviation across the seven calculated energies is 2.7 % of the leading gap value, inside the bound of 2.8 % from (8). The modulus at the gap thus understates the error of the lineshape.

The scaling is read from local exponents $d\ln(\text{amplitude})/d\ln F$ between successive fields:

| $F$ (kV/cm) | $\lvert\Delta\varepsilon(E_g)\rvert$ | peak-to-peak $\Delta R/R$ |
|---|---|---|
| 1.25–2.5 | 2.000 | 1.999 |
| 2.5–5 | 1.996 | 1.998 |
| 5–10 | 1.965 | 2.006 |
| 10–20 | 1.838 | 1.995 |
| 20–40 | 1.601 | 1.768 |

The low-field exponent is 2 in both columns, and both fall below 2 in the last interval. Between these ends the columns differ. The peak-to-peak reflectance remains almost quadratic up to 20 kV/cm, although the largest error of the leading lineshape there is 28 % of its gap value. In this example, a quadratic peak-to-peak signal does not by itself establish that the third-derivative shape is accurate. Whether the near-quadratic range is as long for another phase $\varphi$ has not been examined here.

For $F_{dc}=2$ kV/cm and $F_{ac}=1$ kV/cm, (12) predicts harmonic coefficients of 4 and 0.5 (kV/cm)². Fourier analysis of the full complex $\Delta Q$ at the gap, in units of the leading term at 1 kV/cm, gives moduli of 3.998 and 0.499. As in (9), the modulus hides a correction in quadrature. The $F^4$ term, with $F^4$ contributing 38 and 12.5 (kV/cm)⁴ to the two harmonics, amounts to about 1 % and 3 % of them, and the harmonics of $\Delta R/R$ at the gap are 4.04 and 0.513 in the same units. The remaining values, including the spectrum, are in the numerical output below.

## Calculated quantities

```
gap 1.40 eV, reduced mass 0.07 m0, E_P 10.0 eV
half-width Gamma 20.0 meV, background eps 13.0
hbar^2/(2 mu) = 0.5443 eV nm^2
interband strength B = 13.788 eV^3 nm^3
coefficient D = B/(4 pi a^1.5) = 2.7325 eV^1.5
working field = 5.00 kV/cm
hbar theta at working field = 5.143 meV
(hbar theta/Gamma)^3 = 0.01701
error bound (105/64)(hbar theta/Gamma)^3 = 0.02791
|d_eps| at gap, third-derivative law = 1.0480e-04
|d_eps| at gap, grid Hamiltonian = 1.0450e-04
eps at gap, no field = 12.8606 + 0.1394 i
R at gap, no field = 0.3180
lineshape constant |C| = 2.7873e-10 eV^2.5
lineshape phase of C = 89.02 deg
Spectrum: E-Eg (meV), dR/R law (1e-6), dR/R full field (1e-6)
   -60.0    0.2178    0.2178
   -40.0    0.2911    0.2896
   -20.0   -0.8016   -0.8091
     0.0   -3.5434   -3.6249
    20.0    1.8279    1.8466
    40.0    0.5733    0.5725
    60.0    0.1882    0.1879
grid vs time integral, max gap / peak = 4.60e-05
grid vs third-derivative law, max gap / peak = 2.72e-02
Fresnel vs linear dR/R, max gap / peak = 5.72e-06
constant-C lineshape, max gap / peak = 0.0162
Fields: F (kV/cm), hbar theta (meV), |d_eps| at gap (grid),
  peak-to-peak dR/R, law error / leading term at gap
    1.25   2.041 6.5498e-06 4.0857e-07 0.00174
    2.50   3.240 2.6194e-05 1.6328e-06 0.00696
    5.00   5.143 1.0450e-04 6.5238e-06 0.02752
   10.00   8.165 4.0792e-04 2.6205e-05 0.10009
   20.00  12.961 1.4584e-03 1.0443e-04 0.27894
   40.00  20.574 4.4238e-03 3.5563e-04 0.52534
Local exponents between fields: |d_eps|, peak-to-peak dR/R
  1.25 to 2.50 kV/cm: 1.9997 1.9987
  2.50 to 5.00 kV/cm: 1.9962 1.9983
  5.00 to 10.00 kV/cm: 1.9647 2.0060
  10.00 to 20.00 kV/cm: 1.8380 1.9946
  20.00 to 40.00 kV/cm: 1.6009 1.7679
next-order coefficient at gap = -0.0130 -1.6404 i
standing field 2.0 kV/cm, modulation 1.0 kV/cm
first harmonic |h1| = 3.9984 (kV/cm)^2, law 4.0000
second harmonic |h2| = 0.4994 (kV/cm)^2, law 0.5000
```
